# Wigner Tunnelling and Zero-Point Corrections to Cavity Transition State Theory

**Q.** A cavity mode tuned to a molecular vibration splits the vibrational line into two polaritons. Shouldn't a rate that depends on zero-point energy and tunnelling also respond sharply at that tuning?

**A.** The rate has to be derived before that can be judged. Take one molecule with mass-weighted reaction coordinate $x$, and one lossless mode with coordinate $q$ and angular frequency $\omega_c$. In the dipole gauge, with the dipole self-energy kept,

$$H=\tfrac12p_x^2+\tfrac12p_q^2+U,\qquad U=V(x)+\tfrac12[\omega_cq+d(x)]^2 .$$

Here $d(x)$ is proportional to the molecular dipole along the field. The constant of proportionality depends on the mode volume, which I hold fixed while $\omega_c$ is tuned.

The potential $V$ has a well with $V''=\omega_0^2$ and a barrier of height $E$ with $V''=-\omega_b^2$. Let $g_0$ and $g_b$ be the values of $d'$ at the well and at the saddle; they have the dimension of frequency. I assume thermal equilibrium, a high barrier, and harmonic motion about both points.

**Q.** The self-energy adds $d^2/2$ to the potential. Doesn't that move the barrier?

**A.** Look at the stationary points. The derivatives are

$$U_q=\omega_c(\omega_cq+d),\qquad U_x=V'+(\omega_cq+d)d'.$$

The first vanishes when $\omega_cq+d=0$, and the second then requires $V'=0$. The stationary values of $x$ and the barrier height are therefore those of $V$. In $U_{xx}=V''+d'^2+(\omega_cq+d)d''$ the last term vanishes too, so the matrix of second derivatives is

$$K=\begin{pmatrix}V''+g^2&\omega_cg\\ \omega_cg&\omega_c^2\end{pmatrix},$$

with

$$\det K=V''\omega_c^2,\qquad \operatorname{Tr}K=V''+g^2+\omega_c^2 .$$

The determinant is free of $g$ because the self-energy cancels the product of the off-diagonal elements.

**Q.** Then classical transition state theory should see no cavity at all.

**A.** That holds for a dividing surface at fixed $x$. With $\beta=1/k_BT$, the Gaussian integral over $q$ gives

$$\int dq\,e^{-\beta U}=\frac{\sqrt{2\pi/\beta}}{\omega_c}\,e^{-\beta V(x)} .$$

Its prefactor is the same for every $x$, so the free energy along $x$ is unchanged up to a constant, and the rate stays at $(\omega_0/2\pi)e^{-\beta E}$.

However, trajectories can recross this surface, since $x$ and $q$ are coupled at the saddle. In the harmonic region the normal modes separate. A surface across the unstable mode is not recrossed there, because the energy in that mode is conserved. Call the unstable frequency $L$ and the stable one $S$, so that $K$ has eigenvalues $-L^2$ and $S^2$ at the saddle. Let $W_\pm$ be the polariton frequencies in the well. The classical harmonic rate through the new surface is

$$k_{\rm cl}=\frac1{2\pi}\frac{W_+W_-}{S}e^{-\beta E}=\frac{\omega_0}{2\pi}\frac{L}{\omega_b}e^{-\beta E},$$

where the determinants gave $W_+W_-=\omega_0\omega_c$ and $LS=\omega_b\omega_c$. The factor $L/\omega_b$ is the recrossing correction.

**Q.** How does $L$ depend on the cavity frequency?

**A.** For any $s$, expanding the determinant gives

$$\begin{aligned}D(s)\equiv\det(K+s^2)&=(V''+g^2+s^2)(\omega_c^2+s^2)-g^2\omega_c^2\\&=(V''+s^2)(\omega_c^2+s^2)+g^2s^2 .\end{aligned}$$

At the saddle $D(L)=0$, hence

$$L^2=\omega_b^2-\frac{g_b^2L^2}{\omega_c^2+L^2}. \tag{1}$$

The denominator is a sum of squares. Motion on a barrier grows as $e^{Lt}$, so the cavity is driven at an imaginary frequency and cannot be brought into resonance. From (1), $\omega_b^2-g_b^2\le L^2\le\omega_b^2$; I require $g_b<\omega_b$.

**Q.** Now for tunnelling. Where does Wigner's correction come from?

**A.** Start from transmission through an inverted parabola. Let $\varepsilon$ be the energy in the unstable mode relative to the barrier top, and $e=\varepsilon/\hbar L$. In scaled length $\xi$,

$$\psi''+(2e+\xi^2)\psi=0 .$$

At large $\xi>0$ the transmitted wave is $t\,\xi^{ie-1/2}e^{i\xi^2/2}$. Continue it through the upper half plane to $\xi=|\xi|e^{i\pi}$. It is the small solution in the first quadrant and the dominant one in the second, so its coefficient survives the continuation. On the left the same exponential is the reflected wave, with amplitude

$$r=t\,e^{i\pi(ie-1/2)}=-i\,t\,e^{-\pi e}.$$

For unit incoming amplitude, flux conservation $|t|^2+|r|^2=1$ then gives

$$P(\varepsilon)=|t|^2=\frac1{1+e^{-2\pi\varepsilon/\hbar L}} .$$

Average this over thermal energies. Put $u=\beta\hbar L$, $\alpha=u/2\pi$ and $z=e^{-2\pi\varepsilon/\hbar L}$, so that $e^{-\beta\varepsilon}=z^\alpha$ and $\beta\,d\varepsilon=-\alpha\,dz/z$:

$$\begin{aligned}\kappa(L)&=\beta\int_{-\infty}^{\infty}d\varepsilon\,e^{-\beta\varepsilon}P(\varepsilon)=\alpha\int_0^\infty\frac{z^{\alpha-1}}{1+z}dz\\&=\frac{\pi\alpha}{\sin\pi\alpha}=\frac{u/2}{\sin(u/2)}=1+\frac{u^2}{24}+\cdots .\end{aligned}$$

The first two terms are Wigner's correction. The lower limit $-\infty$ replaces $-E$, which is where the high barrier is used. The integral converges for $\alpha<1$, that is $L<\nu_1$ with $\nu_1=2\pi k_BT/\hbar$. I impose $\omega_b>g_b$ and $\nu_1>\omega_b$, which cover the molecule inside and outside the cavity. At lower temperature the parabola fails and deep tunnelling needs another treatment.

**Q.** And the zero-point energies?

**A.** They enter through the partition functions. Each state $n$ of the stable saddle mode carries a flux $P(\varepsilon)\,d\varepsilon/2\pi\hbar$, so

$$k=\frac1{2\pi\hbar Z_0}\sum_n\int d\varepsilon\,P(\varepsilon)\,e^{-\beta[E+\varepsilon+\hbar S(n+1/2)]}=\frac{\kappa(L)}{2\pi\hbar\beta}\frac{Z_S}{Z_0}e^{-\beta E}.$$

An oscillator of frequency $w$ has partition function $1/[2\sinh(\beta\hbar w/2)]$, and $Z_0$ is the product of two of these. Therefore

$$k=\frac{L}{2\pi}\,\frac{\sinh(\beta\hbar W_+/2)\sinh(\beta\hbar W_-/2)}{\sin(\beta\hbar L/2)\sinh(\beta\hbar S/2)}\,e^{-\beta E}. \tag{2}$$

To separate the classical part, define $Q(w)=\sinh(y)/y$ with $y=\beta\hbar w/2$. The determinant relations turn (2) into

$$k=\frac{\omega_0}{2\pi}e^{-\beta E}\,\frac{L}{\omega_b}\,F,\qquad F=\kappa(L)\frac{Q(W_+)Q(W_-)}{Q(S)} .$$

**Q.** But $W_+$ and $W_-$ are the resonant polaritons. There is your sharp dependence.

**A.** Their difference is resonant, but the zero-point energy contains their sum. Using the trace and determinant,

$$(W_+\pm W_-)^2=\operatorname{Tr}K\pm2\sqrt{\det K}=(\omega_0\pm\omega_c)^2+g_0^2 .$$

With the minus sign this is the avoided crossing, with smallest splitting $g_0$ at $\omega_c=\omega_0$. With the plus sign, the shift of the well's zero-point energy is

$$\frac\hbar2\left[\sqrt{(\omega_0+\omega_c)^2+g_0^2}-\omega_0-\omega_c\right]\simeq\frac{\hbar g_0^2}{4(\omega_0+\omega_c)},$$

the last form holding for weak coupling. At resonance one polariton moves down nearly as much as the other moves up.

**Q.** At room temperature the rate is not made of zero-point energy alone. Could thermal factors restore the resonance?

**A.** First take high temperature. For small $y$,

$$\ln\frac{\sinh y}{y}=\frac{y^2}{6}-\frac{y^4}{180}+\cdots,\qquad \ln\frac{y}{\sin y}=\frac{y^2}{6}+\frac{y^4}{180}+\cdots .$$

Since $y^2/6=(\beta\hbar w)^2/24$, the order $\hbar^2$ of $\ln F$ is

$$\begin{aligned}\ln F&\simeq\frac{(\beta\hbar)^2}{24}\left(W_+^2+W_-^2+L^2-S^2\right)\\&=\frac{(\beta\hbar)^2}{24}\left(\omega_0^2+\omega_b^2+g_0^2-g_b^2\right).\end{aligned}$$

The bracket is the trace at the well minus the trace at the saddle, and $\omega_c^2$ cancels. Wigner's tunnelling term alone does vary with $\omega_c$, through $L$; the vibrational terms compensate it at this order.

At the next order, $y^4/180=(\beta\hbar w)^4/2880$, and the same signs give $-(\beta\hbar)^4/2880$ times the difference of $\operatorname{Tr}K^2$. As $\operatorname{Tr}K^2=(V''+g^2)^2+2g^2\omega_c^2+\omega_c^4$, the part that varies with $\omega_c$ is

$$-\frac{(\beta\hbar)^4}{1440}\,\omega_c^2\,(g_0^2-g_b^2),$$

which is smooth as well.

**Q.** A truncated series can hide a resonance. At 300 K a vibration of 1000 cm$^{-1}$ is not classical.

**A.** Agreed, so avoid the truncation. Use

$$\frac{\sinh y}{y}=\prod_{n\ge1}\left(1+\frac{y^2}{\pi^2n^2}\right),\qquad \frac{\sin y}{y}=\prod_{n\ge1}\left(1-\frac{y^2}{\pi^2n^2}\right).$$

With $\nu_n=n\nu_1$, one has $y^2/\pi^2n^2=w^2/\nu_n^2$. The factors then combine into determinants:

$$F=\prod_{n\ge1}\frac{(\nu_n^2+W_+^2)(\nu_n^2+W_-^2)}{(\nu_n^2-L^2)(\nu_n^2+S^2)}=\prod_{n\ge1}\frac{D_{\rm well}(\nu_n)}{D_{\rm saddle}(\nu_n)} .$$

Insert $D(s)$ and divide by the same expression with $g_0=g_b=0$. The ratio of rates inside and outside the cavity is

$$R=\frac{k}{k_{\rm out}}=\frac{L}{\omega_b}\prod_{n\ge1}\frac{1+A_n}{1+B_n}, \tag{3}$$

$$A_n=\frac{a_n}{\omega_c^2+\nu_n^2},\quad a_n=\frac{g_0^2\nu_n^2}{\omega_0^2+\nu_n^2},\qquad B_n=\frac{b_n}{\omega_c^2+\nu_n^2},\quad b_n=\frac{g_b^2\nu_n^2}{\nu_n^2-\omega_b^2}.$$

No difference $\omega_c-\omega_0$ occurs. Thermal equilibrium samples the cavity response at the imaginary frequencies $i\nu_n$, where it is a broad function of $\omega_c$.

**Q.** "Broad" is a word. Can you bound the slope?

**A.** Yes. Write $w=\omega_c^2$, so $d/d\ln\omega_c=2w\,d/dw$. For a well factor,

$$0\ge\frac{d\ln(1+A_n)}{d\ln\omega_c}=-\frac{2wa_n}{(w+\nu_n^2)(w+\nu_n^2+a_n)}\ge-\frac{2wa_n}{(w+\nu_n^2)^2}\ge-\frac{a_n}{2\nu_n^2},$$

because $4w\nu_n^2\le(w+\nu_n^2)^2$. The saddle factors obey the same bound with opposite sign and $b_n$ for $a_n$. To sum them, take the logarithmic derivative of the sine and hyperbolic sine products:

$$\sum_n\frac1{\omega^2+\nu_n^2}=\frac{y\coth y-1}{2\omega^2},\qquad\sum_n\frac1{\nu_n^2-\omega^2}=\frac{1-y\cot y}{2\omega^2},$$

with $y=\beta\hbar\omega/2$.

For $L$, put $Y=L^2$. Equation (1) is $Y^2+Y(w+g_b^2-\omega_b^2)-\omega_b^2w=0$. Differentiate, and use the equation itself to replace $w+g_b^2-\omega_b^2$ by $\omega_b^2w/Y-Y$:

$$\frac{d\ln L}{d\ln\omega_c}=\frac wY\frac{dY}{dw}=\frac{w(\omega_b^2-Y)}{Y^2+\omega_b^2w}=\frac{w\,g_b^2\,Y}{(w+Y)(Y^2+\omega_b^2w)} .$$

Since $\omega_b^2\ge Y$, the last bracket is at least $Y(Y+w)$. The slope is thus between zero and $g_b^2w/(w+Y)^2\le g_b^2/4Y\le g_b^2/4(\omega_b^2-g_b^2)$. Altogether, with $x_0=\beta\hbar\omega_0/2$ and $x_b=\beta\hbar\omega_b/2$,

$$-\frac{g_0^2}{4\omega_0^2}(x_0\coth x_0-1)\le\frac{d\ln R}{d\ln\omega_c}\le\frac{g_b^2}{4\omega_b^2}(1-x_b\cot x_b)+\frac{g_b^2}{4(\omega_b^2-g_b^2)} .$$

A narrow peak of appreciable height would need a steep flank, which these bounds forbid when the couplings are small compared with $\omega_0$ and $\omega_b$ and $\nu_1$ is not close to $\omega_b$. (As $\nu_1\to\omega_b$, $x_b\to\pi$ and the term with $\cot x_b$ diverges.)

**Q.** Might there still be a small narrow bump, within the bounds?

**A.** Treat $\omega_c$ as complex. A Lorentzian of half-width $\gamma$ centred at $\omega_0$ has poles at $\omega_0\pm i\gamma$. In (3), the logarithms of the product are singular where $\omega_c^2$ equals $-\nu_n^2$, $-\nu_n^2-a_n$ or $-\nu_n^2-b_n$. These points lie on the imaginary axis, at distance $\nu_1$ or more from the origin. The root $L$ has branch points where the discriminant of its quadratic vanishes:

$$(w+g_b^2-\omega_b^2)^2+4\omega_b^2w=[w+(\omega_b+g_b)^2][w+(\omega_b-g_b)^2]=0,$$

or $\omega_c=\pm i(\omega_b\pm g_b)$. Every singularity is thus on the imaginary axis, and farther than $\omega_0$ from the point $\omega_c=\omega_0$. There is no nearby pole, so a narrow Lorentzian line at $\omega_0$ is excluded. Other narrow shapes need one more step, since a Gaussian has no singularity at all. If $|\ln R|\le M$ on a circle of radius $r<\omega_0$ about $\omega_0$, Cauchy's estimate limits the curvature at the centre to $|d^2\ln R/d\omega_c^2|\le 2M/r^2$. For the model values used below, $M<0.2$ at $r=900$ cm$^{-1}$.

**Q.** Show me numbers, with a coupling large enough to matter.

**A.** Take $V=E[(x/a)^2-1]^2$. Then $V''(a)=8E/a^2$ and $V''(0)=-4E/a^2$, so $\omega_b=\omega_0/\sqrt2$. I choose $E=4000$, $\omega_0=1000$, $g_0=200$ and $g_b=300$ cm$^{-1}$ at 300 K, with frequencies quoted as $\omega/2\pi c$. These are model values, and the coupling is deliberately large for one molecule. Then $\omega_b=707$ and $\nu_1=1310$ cm$^{-1}$, so the conditions hold.

Outside the cavity the classical rate is $1.40\times10^5$ s$^{-1}$ and the quantum rate $5.43\times10^5$ s$^{-1}$. Their quotient, 3.89, is a tunnelling factor 1.71 times a well factor 2.27. Wigner's first two terms alone would give 1.48 for tunnelling, so the full parabolic factor is needed here. These are harmonic values, and the quartic well is only four quanta deep. Its exact levels give a well factor of 2.18, and the semiclassical action of the quartic barrier gives about 1.68 for tunnelling, so the rate of the full potential is roughly 6% lower. The ratio $R$ is less sensitive in the part that can be checked exactly: for a cubic $d(x)$ with these slopes, the well contribution to $\ln R$ listed below changes from $0.022$ to $0.024$ and remains smooth through $\omega_c=\omega_0$.

At $\omega_c=\omega_0$ the polaritons lie at 1105 and 905 cm$^{-1}$. The zero-point energy rises by 5.0 cm$^{-1}$ in the well and 15.1 cm$^{-1}$ at the saddle. The contributions to $\ln R$ are:

- recrossing, $\ln(L/\omega_b)$: $-0.030$;
- tunnelling, the change of $\ln\kappa$: $-0.035$;
- quantum factors $Q$ of the well: $+0.022$;
- quantum factor $Q$ of the stable saddle mode: $-0.044$.

Before rounding they add to $-0.086$, so $R=e^{-0.086}=0.918$ and the rate inside is $4.99\times10^5$ s$^{-1}$.

**Q.** So there is an 8% suppression at resonance. Isn't that the effect I expected?

**A.** Detune the cavity and see whether it goes away:

| $\omega_c$ (cm$^{-1}$) | splitting (cm$^{-1}$) | $R$ |
|---:|---:|---:|
| 250 | 776 | 0.851 |
| 500 | 539 | 0.877 |
| 900 | 224 | 0.911 |
| 1000 | 200 | 0.918 |
| 1100 | 224 | 0.924 |
| 2000 | 1020 | 0.957 |
| 8000 | 7003 | 0.991 |

The splitting has its minimum at 1000 cm$^{-1}$, while $R$ passes through without an extremum. In a scan from 50 to 20000 cm$^{-1}$ the slope $d\ln R/d\ln\omega_c$ stays between 0.0015 and 0.069, inside the proven bounds $-0.014$ and $0.109$.

**Q.** Your output puts the steepest rise at 873 cm$^{-1}$. That is suspiciously close to $\omega_0$.

**A.** It is the middle of a broad step. To leading order in the squared couplings,

$$\frac{d\ln R}{d\ln\omega_c}\simeq\frac{g_b^2w}{(w+\omega_b^2)^2}+\sum_n\frac{2w(b_n-a_n)}{(w+\nu_n^2)^2} .$$

A term $w/(w+s^2)^2$ is largest at $\omega_c=s$. The first term therefore peaks at $\omega_b=707$ cm$^{-1}$ and the others at 1310 cm$^{-1}$ and above. Here $g_b>g_0$, so $b_n>a_n$ and all terms are positive; their sum must peak above 707 cm$^{-1}$. At fixed $\omega_b$ the well frequency enters only through the weights $a_n$ and does not set the position of any term's maximum: changing $\omega_0$ from 600 to 2000 cm$^{-1}$ moves the steepest rise only from 853 to 903 cm$^{-1}$. In this particular potential $\omega_b$ is tied to $\omega_0$, so rescaling the whole potential does move the step, through $\omega_b$.

**Q.** What happens when the cavity frequency is very high?

**A.** The ratio returns to one, slowly. For large $\omega_c$ the sum over $n$ is dominated by large $\nu_n$, where $a_n-b_n\to g_0^2-g_b^2$. The sum rule above, with $y\coth y\to y$, gives

$$\ln R\simeq\frac{g_0^2-g_b^2}{2\omega_c^2}\,\frac{\beta\hbar\omega_c}{2}=-\frac{\beta\hbar(g_b^2-g_0^2)}{4\omega_c} .$$

This is minus the rise in the zero-point contribution to the barrier, divided by $k_BT$: the shift $\hbar g_b^2/4\omega_c$ at the saddle less the shift $\hbar g_0^2/4\omega_c$ in the well. At 20000 cm$^{-1}$ it gives $-50000/(4\times208.5\times20000)=-0.0030$; the full result $R=0.9968$ corresponds to $-0.0032$.

**Q.** You fixed the coupling. Some models let it grow with the cavity frequency.

**A.** The result then depends on the growth law, and a fast enough growth reverses the trend. With $g_0$ and $g_b$ proportional to $\omega_c$ and the same values at 1000 cm$^{-1}$, $R$ is 0.967, 0.927, 0.918, 0.909 and 0.877 at 500, 900, 1000, 1100 and 1500 cm$^{-1}$. These samples fall steadily and show no extremum at $\omega_0$. With couplings proportional to $\sqrt{\omega_c}$ instead, $R$ is 0.936, 0.918, 0.915, 0.916 and 0.927 at 500, 1000, 1500, 2000 and 5000 cm$^{-1}$: a broad, shallow minimum between 1000 and 2000 cm$^{-1}$, not a sharp line. The slope bounds above do not apply to these conventions.

**Q.** And a splitting shared by many molecules?

**A.** Let $N$ identical, equally coupled molecules share the mode, with squared couplings $g_0^2/N$ and $g_b^2/N$, while one reacts and the others stay in their wells. Eliminating the cavity row from $\det(K+\nu_n^2)$ leaves, besides uncoupled factors,

$$1+\frac{\nu_n^2}{\omega_c^2+\nu_n^2}\sum_i\frac{g_i^2}{V_i''+\nu_n^2} .$$

In the well this is $1+A_n$. At the saddle one term is replaced, giving $1+A_n+(B_n-A_n)/N$. Each factor of the rate ratio therefore differs from one by order $1/N$. The shift of $L^2$ is also of order $1/N$, since the reacting molecule's squared coupling is $g_b^2/N$. At $\omega_c=\omega_0$, $\ln R$ is $-0.086$ for $N=1$ and $-8.6\times10^{-5}$ for $N=1000$, although the collective splitting is the same.

**Q.** Does this rule out resonant cavity chemistry?

**A.** No. It shows that harmonic, equilibrium transition state theory with these quantum corrections does not supply a sharp resonance. The derivation leaves out slow energy exchange that could limit the supply of activated molecules, cavity loss, driving, strong anharmonicity and deep tunnelling. A sharp feature in a measured rate would have to be sought in something omitted here.

## Values computed for the example and the checks

```
temperature 300 K, kT = 208.510 cm^-1
barrier height E = 4000 cm^-1
w0 = 1000.0, wb = 707.11 cm^-1
g0 = 200.0, gb = 300.0 cm^-1
first thermal frequency v1 = 1310.1 cm^-1
classical TST rate outside = 1.3978e+05 s^-1
quantum TST rate outside = 5.4339e+05 s^-1
tunnelling factor outside = 1.7089
Wigner 1+u^2/24 outside = 1.4792
At wc = w0:
 polaritons 1104.99 and 904.99 cm^-1
 unstable L = 686.42, stable S = 1030.13 cm^-1
 tunnelling factor inside = 1.6507
 Wigner 1+u^2/24 inside = 1.4516
 zero-point shift, well = 4.988 cm^-1
 zero-point shift, saddle = 15.067 cm^-1
 log part, recrossing = -0.02969
 log part, tunnelling = -0.03467
 log part, well quantum = 0.02239
 log part, saddle quantum = -0.04369
 log of rate ratio, total = -0.08566
 rate inside = 4.9878e+05 s^-1
wc (cm^-1), splitting (cm^-1), L/wb, rate ratio:
    100     922.0 0.90789 0.84023
    250     776.2 0.91828 0.85128
    500     538.5 0.94074 0.87676
    900     223.6 0.96652 0.91125
   1000     200.0 0.97075 0.91791
   1100     223.6 0.97431 0.92388
   2000    1019.8 0.99013 0.95695
   4000    3006.7 0.99728 0.98032
   8000    7002.9 0.99930 0.99113
  20000   19001.1 0.99989 0.99676
slope d ln(ratio)/d ln(wc), scan 50 to 20000 cm^-1:
 smallest 0.00149, largest 0.06939
 steepest rise at wc = 873 cm^-1
 proven bounds -0.01438 and 0.10945
N molecules, wc = w0: N, log ratio, N*log ratio:
     1 -8.5658e-02 -0.08566
    10 -8.6341e-03 -0.08634
   100 -8.6409e-04 -0.08641
  1000 -8.6416e-05 -0.08642
couplings proportional to wc: wc (cm^-1), rate ratio:
   500 0.96749
   900 0.92726
  1000 0.91791
  1100 0.90893
  1500 0.87652
```
